# Pseudopotential errors in configuration energy differences, from Janak's theorem, part 1

(Sections cited here and not found follow in the second part.)

## 1. One frozen orbital

Take a single normalised orbital whose shape cannot change, put $f$ electrons in it, and let them repel through the Hartree term only. Let $t$ be the expectation value of the kinetic energy plus the external potential in the orbital, and $U$ the Coulomb integral of the orbital density with itself. The density is $f$ times the orbital density, so the one-body energy is linear in $f$ and the Hartree energy is quadratic:

$$E(f)=ft+\tfrac12 f^2U .$$

The orbital energy is the expectation value of the mean-field Hamiltonian. The Hartree potential of $f$ electrons has expectation value $fU$, so $\varepsilon(f)=t+fU$. Differentiating $E$ gives the same expression, $dE/df=t+fU=\varepsilon(f)$.

Now describe the orbital twice, once with the true parameters $(t,U)$ and once with imitation parameters $(\tilde t,\tilde U)$ chosen so that the orbital energies agree at a reference occupation $f^0$, that is $\tilde t+f^0\tilde U=t+f^0U$. Using this condition to eliminate $\tilde t-t=-f^0(\tilde U-U)$, the orbital energies differ at any other occupation by

$$\tilde\varepsilon(f)-\varepsilon(f)=(\tilde t-t)+f(\tilde U-U)=(f-f^0)(\tilde U-U).$$

Since each $\varepsilon$ is the slope of its own energy, the error in the energy change from $f^0$ to $f$ is the integral of this difference:

$$[\tilde E(f)-\tilde E(f^0)]-[E(f)-E(f^0)]=\int_{f^0}^{f}(f'-f^0)(\tilde U-U)\,df'=\tfrac12(\tilde U-U)(f-f^0)^2 .$$

The error has no term linear in $f-f^0$, because the integrand starts from zero, and this followed from the matching of orbital energies alone. The quadratic term is set by the mismatch in $d\varepsilon/df$. In a self-consistent atom the orbitals relax, there is a core, and several shells change occupation. The structure survives, with $U$ replaced by a matrix.

## 2. The atom and its energy functional

Hartree atomic units are used. The atom is treated in Kohn–Sham theory as spherical, spin-unpolarised and nonrelativistic. A shell $i$ has angular momentum $l_i$, a real radial function $u_i(r)$ with $u_i(0)=0$, decay at infinity and $\int_0^\infty u_i^2\,dr=1$, and an occupation $f_i$ between $0$ and $2(2l_i+1)$ that may be fractional. The radial density is $\rho(r)=\sum_i f_iu_i^2(r)$ and the ordinary density is $n=\rho/4\pi r^2$. An open shell is spread evenly over $m$ and spin, so the energies below belong to configurations and not to atomic terms.

The energy functional is

$$E[\{u\},f]=\sum_i f_i\langle u_i|T_{l_i}+V^{\rm ion}_{l_i}|u_i\rangle+E_H[\rho]+E_{xc}[\rho+\rho_c],$$

with $T_l=-\tfrac12\,d^2/dr^2+l(l+1)/2r^2$. A spherical shell of unit charge at radius $r'$ produces the potential $1/r_>$, with $r_>=\max(r,r')$, so

$$E_H=\tfrac12\iint\frac{\rho(r)\rho(r')}{r_>}\,dr\,dr',\qquad v_H(r)=\frac{\delta E_H}{\delta\rho(r)}=\int\frac{\rho(r')}{r_>}\,dr'.$$

In the local density approximation (LDA), $E_{xc}=\int(\rho+\rho_c)\,e_{xc}(n_{\rm tot})\,dr$ with $n_{\rm tot}=(\rho+\rho_c)/4\pi r^2$. Writing the integrand as $4\pi r^2\,n_{\rm tot}e_{xc}(n_{\rm tot})$ shows that a change $\delta\rho=4\pi r^2\delta n$ alters the energy by $\int v_{xc}\,\delta\rho\,dr$ with $v_{xc}=d(ne_{xc})/dn$ at $n_{\rm tot}$.

One functional covers both systems. For the all-electron atom (AE), $V^{\rm ion}_l=-Z/r$, $\rho_c=0$, and the sum includes the core shells, whose orbitals relax. For the pseudo-atom (PS), the sum runs over valence shells, $V_l^{\rm ion}$ is a semilocal ionic pseudopotential, and $\rho_c$ is either zero or a fixed core density (the nonlinear core correction).

The self-consistent orbitals at occupations $f$ satisfy

$$h_{l_i}u_i=\varepsilon_iu_i,\qquad h_l=T_l+V^{\rm ion}_l+v_H+v_{xc},$$

and $E(f)$ denotes the functional evaluated on them. Three assumptions enter at this point.

(a) Only valence occupations change.

(b) $V_l^{\rm ion}$ and $\rho_c$ do not depend on $f$.

(c) Along the occupation paths considered, the self-consistent solution stays on one branch, every occupied level stays bound and is followed continuously, and the orbitals are differentiable in $f$.

## 3. Janak's theorem with a relaxing core

Differentiate $E(f)$ with respect to one occupation $f_k$, and write $\dot u_i=\partial u_i/\partial f_k$. By (b), the energy depends on $f_k$ only through the explicit factor $f_k$, the orbitals and the density.

The one-body term gives, by the product rule,

$$\langle u_k|T_{l_k}+V^{\rm ion}_{l_k}|u_k\rangle+2\sum_if_i\langle\dot u_i|T_{l_i}+V^{\rm ion}_{l_i}|u_i\rangle .$$

The factor 2 collects the bra and ket derivatives. They are equal because the functions are real and $T_l$ is symmetric on functions that vanish at the origin and decay at infinity, so that two integrations by parts leave no boundary terms.

The Hartree and exchange-correlation terms give $\int(v_H+v_{xc})\,\dot\rho\,dr$, and from $\rho=\sum_if_iu_i^2$,

$$\dot\rho=u_k^2+2\sum_if_iu_i\dot u_i .$$

Inserting this yields $\langle u_k|v_H+v_{xc}|u_k\rangle+2\sum_if_i\langle\dot u_i|v_H+v_{xc}|u_i\rangle$. Adding the two contributions assembles the full Hamiltonian in every matrix element:

$$\frac{\partial E}{\partial f_k}=\langle u_k|h_{l_k}|u_k\rangle+2\sum_if_i\langle\dot u_i|h_{l_i}|u_i\rangle=\varepsilon_k+2\sum_if_i\varepsilon_i\langle\dot u_i|u_i\rangle ,$$

where the second equality uses the eigenvalue equation. Each orbital is normalised at every $f$, so $0=\partial\langle u_i|u_i\rangle/\partial f_k=2\langle\dot u_i|u_i\rangle$, and the sum vanishes term by term:

$$\frac{\partial E}{\partial f_k}=\varepsilon_k .$$

The vanishing sum includes the core shells of the AE atom. The core orbitals change shape and the core levels move when a valence electron is removed, and neither effect appears in $\partial E/\partial f_k$. No frozen-core approximation has been made.

The proof uses that the orbitals are normalised eigenfunctions of the Hamiltonian obtained by differentiating the same functional. It does not need the solution to be a minimum or the levels to be filled in order. It holds unchanged for a gradient-corrected functional, which also depends on $f$ only through $\rho$, and the same steps go through for a hybrid functional, which depends on $f$ only through the one-particle density matrix, once the nonlocal exchange operator obtained by differentiating the functional is included in $h$. A functional with other explicit dependence on orbitals or occupations lies outside the proof as written. If (b) is dropped, for instance because the pseudopotential is regenerated for each configuration, the derivative acquires the extra terms $\sum_if_i\langle u_i|\partial V^{\rm ion}_{l_i}/\partial f_k|u_i\rangle+\int v_{xc}\,\partial\rho_c/\partial f_k\,dr$, and the results of Sections 4 to 7 no longer hold as stated.

## 4. The error as an integral along the path

Let $f(\lambda)$ be a piecewise smooth path in the space of valence occupations from $f^a=f(0)$ to $f^b=f(1)$. By the chain rule, Janak's theorem and (a),

$$\frac{dE}{d\lambda}=\sum_{i\in{\rm val}}\varepsilon_i(f(\lambda))\,\frac{df_i}{d\lambda},\qquad E(f(\lambda))-E(f^a)=\int_0^\lambda\sum_i\varepsilon_i\,\frac{df_i}{d\lambda'}\,d\lambda' .$$

This holds separately for AE and PS with the same valence path. Define the eigenvalue errors $\delta\varepsilon_i(f)=\varepsilon_i^{\rm PS}(f)-\varepsilon_i^{\rm AE}(f)$ and the energy error as PS minus AE. Subtracting the two integrals gives

$$\delta(\lambda)\equiv[E_{\rm PS}(f(\lambda))-E_{\rm PS}(f^a)]-[E_{\rm AE}(f(\lambda))-E_{\rm AE}(f^a)]=\int_0^\lambda\sum_i\frac{df_i}{d\lambda'}\,\delta\varepsilon_i(f(\lambda'))\,d\lambda' .$$

The identity is exact under (a) to (c) for any fixed pseudopotential, good or bad. The large offset between $E_{\rm PS}$ and $E_{\rm AE}$, which comes from the missing core, has dropped out. Levels whose occupation is constant carry zero weight, whatever their errors. The left side depends only on the end points, so the integral is the same for all paths that join them within one branch. The local form of this statement concerns the hardness matrix

$$\eta_{ij}=\frac{\partial\varepsilon_i}{\partial f_j}=\frac{\partial^2E}{\partial f_j\,\partial f_i},$$

which is symmetric wherever the second derivatives are continuous.

On a straight path $f=f^a+\lambda\Delta f$ the integrand is $G(\lambda)=\Delta f\cdot\delta\varepsilon(f^a+\lambda\Delta f)$. Because $\delta(1)$ is the average of $G$ over the unit interval, $|\delta(1)|\le\max|G|$. This is a bound and can be far from the value, in particular when $G$ changes sign.

## 5. Why the integrand starts from zero at the reference

A pseudopotential is generated at a reference configuration $f^0$. For each valence channel a screened potential $V_l^{\rm scr}$ is constructed whose lowest state $\tilde u_i$ has the AE eigenvalue: $(T_l+V_l^{\rm scr})\tilde u_i=\varepsilon_i^{\rm AE}(f^0)\,\tilde u_i$. With $\tilde\rho^0=\sum_if_i^0\tilde u_i^2$, the ionic potential is obtained by unscreening,

$$V_l^{\rm ion}=V_l^{\rm scr}-v_H[\tilde\rho^0]-v_{xc}[\tilde\rho^0+\rho_c].$$

Suppose the pseudo-atom is then solved with the same functional and the same $\rho_c$. Insert $\rho=\tilde\rho^0$ in its Hamiltonian. The screening that was subtracted is added back, so $h_l=T_l+V_l^{\rm scr}$, whose eigenfunctions $\tilde u_i$ rebuild $\tilde\rho^0$. The reference pseudo-orbitals are therefore self-consistent at $f^0$, and on the branch through this solution $\delta\varepsilon_i(f^0)=0$ for every level that was matched. This is assumption

(d) the path starts at $f^0$, the unscreening is consistent with the functional, and every level with $\Delta f_i\ne0$ was matched at $f^0$.

For a straight path from any starting point the fundamental theorem of calculus gives $\delta'(0)=G(0)=\Delta f\cdot\delta\varepsilon(f^a)$. Under (d) this is zero, so $\delta(0)=\delta'(0)=0$, which is the meaning of an error that vanishes to first order at the reference.

Norm conservation was not used. The first-order statement follows from eigenvalue matching and consistent unscreening, and it holds equally for a pseudo-orbital with the wrong charge inside the core. It fails in three situations that can be read from $G(0)$. A level that was not matched, such as a second state in one channel or a state in a channel left to a local potential, contributes $\Delta f_i\,\delta\varepsilon_i(f^0)$. Unscreening with one functional and solving with another leaves a residual potential in $h_l$, so that the argument above no longer gives $\delta\varepsilon(f^0)=0$. A path that starts away from $f^0$ has $G(0)\neq0$ in general.

## 6. The quadratic term

Add the assumption (e) that the eigenvalues are twice differentiable at $f^0$ in the direction of the path. If a shell is full at $f^0$, the derivatives are one-sided, towards removal. Taylor's theorem gives $\delta\varepsilon_i(f^0+\lambda\Delta f)=\delta\varepsilon_i(f^0)+\lambda\sum_jD_{ij}\Delta f_j+O(\lambda^2)$ with $D=\eta^{\rm PS}-\eta^{\rm AE}$ at $f^0$. Multiplying by $\Delta f_i$, summing, and integrating with $\int_0^\lambda\lambda'\,d\lambda'=\lambda^2/2$,

$$\delta(\lambda)=\lambda\,\Delta f\cdot\delta\varepsilon(f^0)+\tfrac12\lambda^2\,\Delta f^{T}D\,\Delta f+O(\lambda^3).$$

Under (d) the first term is absent and the leading error is the hardness mismatch. The frozen orbital of Section 1 is the case $D=\tilde U-U$ with no higher terms.

Two estimates of $\delta(1)$ need the eigenvalues at a single configuration. Suppose $\delta=a_2\lambda^2+a_3\lambda^3+a_4\lambda^4+\dots$, so that $G=\delta'=2a_2\lambda+3a_3\lambda^2+4a_4\lambda^3+\dots$. Then

$$G(\tfrac12)=a_2+\tfrac34a_3+\tfrac12a_4+\dots,\qquad\tfrac12G(1)=a_2+\tfrac32a_3+2a_4+\dots,$$

while $\delta(1)=a_2+a_3+a_4+\dots$. The first is Slater's transition-state rule applied to the error, and it misses by $-\tfrac14a_3$ at leading order. The second, half the end-point eigenvalue error, misses by $+\tfrac12a_3$. The combination $\tfrac23G(\tfrac12)+\tfrac13\cdot\tfrac12G(1)$ has coefficients $\tfrac23+\tfrac13=1$ for $a_2$, $\tfrac12+\tfrac12=1$ for $a_3$ and $\tfrac13+\tfrac23=1$ for $a_4$. It is Simpson's rule with $G(0)=0$.

For two configurations $f^a=f^0+a$ and $f^b=f^0+b$, neither of them the reference, route the path through $f^0$. Reversing the first leg changes its sign, so

$$\delta_{a\to b}=\tfrac12\,b^TDb-\tfrac12\,a^TDa+\text{cubic terms}.$$

On the straight path from $f^a$ to $f^b$ the integrand starts at $(b-a)\cdot\delta\varepsilon(f^a)\approx(b-a)^TDa$, which need not vanish. For a short step the leading error is first order in the distance from the reference and first order in the step; it is second order overall when both are scaled down together.

Assumption (e) can fail when an empty level is filled whose tail decays more slowly than the reference density. Let $n^0\sim e^{-2\kappa_0r}$ and let the added density be $f e^{-2\kappa r}$ with $\kappa<\kappa_0$, power-law prefactors being ignored. The added density dominates beyond $r_f=\ln(1/f)/[2(\kappa_0-\kappa)]$. There the LDA exchange potential is proportional to $-f^{1/3}e^{-2\kappa r/3}$, and its expectation value in the new orbital scales as $f^{1/3}\int_{r_f}^\infty e^{-8\kappa r/3}dr\propto f^{1/3}e^{-8\kappa r_f/3}=f^{\,p}$ with $p=\tfrac13+\tfrac{4\kappa}{3(\kappa_0-\kappa)}$. The condition $p>1$ reads $4\kappa>2(\kappa_0-\kappa)$, or $\kappa>\kappa_0/3$, and below that value this estimate gives an infinite diagonal hardness at $f=0$. For $1<p<2$ the hardness is finite but the second derivative of $f^{\,p}$ diverges, so (e) still fails; $p<2$ reads $4\kappa<5(\kappa_0-\kappa)$, or $\kappa<5\kappa_0/9$. Since $p>0$, such a term leaves $\varepsilon$ continuous, and continuity of $G$ with $G(0)=0$ still gives $\delta/\lambda\to0$. The estimate is not tested numerically here, and the example never fills an empty level.

## 7. The hardness from linear response

Change the occupations by $\delta f_j$. By (b) the only change in $h_l$ is the screening change $\delta V=\delta v_H+\delta v_{xc}$, which is local and the same for all $l$. Linearising $h u_i=\varepsilon_iu_i$ gives

$$(h-\varepsilon_i)\,\delta u_i=-(\delta V-\delta\varepsilon_i)\,u_i .$$

Projecting on $u_i$ annihilates the left side, because $h$ is symmetric, and leaves $\delta\varepsilon_i=\int u_i^2\,\delta V\,dr$. Projecting on another eigenstate $u_m$ of the same $h_l$ gives $(\varepsilon_m-\varepsilon_i)\langle u_m|\delta u_i\rangle=-\langle u_m|\delta V|u_i\rangle$. The component of $\delta u_i$ along $u_i$ is zero by normalisation, and radial levels of one $l$ are nondegenerate, so

$$\delta u_i=\sum_{m\ne i}u_m\frac{\langle u_m|\delta V|u_i\rangle}{\varepsilon_i-\varepsilon_m},$$

where $m$ runs over the complete set of that $l$, occupied, empty and continuum (all eigenvectors, in a finite basis). The density change is $\delta\rho=\sum_ju_j^2\,\delta f_j+2\sum_if_iu_i\,\delta u_i$, that is

$$\delta\rho=\sum_ju_j^2\,\delta f_j+\chi_0\,\delta V,\qquad\chi_0(r,r')=\sum_i2f_i\sum_{m\ne i}\frac{u_i(r)u_m(r)\,u_i(r')u_m(r')}{\varepsilon_i-\varepsilon_m}.$$

In the AE atom the sum over $i$ includes the core shells. The screening responds to the density through $\delta v_H=\int\delta\rho(r')/r_>\,dr'$ and $\delta v_{xc}=f_{xc}\,\delta n=f_{xc}\,\delta\rho/4\pi r^2$, with $f_{xc}=dv_{xc}/dn$ at $n_{\rm tot}$:

$$\delta V=K\,\delta\rho,\qquad K(r,r')=\frac1{r_>}+\frac{f_{xc}(n_{\rm tot}(r))}{4\pi r^2}\,\delta(r-r').$$

Substituting into the density equation gives $(1-\chi_0K)\,\delta\rho=\sum_ju_j^2\,\delta f_j$. If $1-\chi_0K$ is invertible, which is sufficient for the branch in (c) to continue uniquely, then $\delta\varepsilon_i=\langle u_i^2|K|\delta\rho\rangle$ yields

$$\eta_{ij}=\langle u_i^2|K(1-\chi_0K)^{-1}|u_j^2\rangle .$$

The symmetry can be seen directly. Both $K$ and $\chi_0$ are symmetric kernels, so the transpose of $K(1-\chi_0K)^{-1}$ is $(1-K\chi_0)^{-1}K$. The identity $(1-K\chi_0)K=K(1-\chi_0K)$, multiplied by $(1-K\chi_0)^{-1}$ on the left and by $(1-\chi_0K)^{-1}$ on the right, shows that the two operators are equal.

The identity $(1-A)^{-1}=1+(1-A)^{-1}A$, checked by multiplying with $1-A$ from the left, with $A=\chi_0K$ splits the hardness into a frozen-orbital part and a relaxation part:

$$\eta_{ij}=\langle u_i^2|K|u_j^2\rangle+\langle u_i^2|K\chi K|u_j^2\rangle,\qquad\chi=(1-\chi_0K)^{-1}\chi_0 .$$

The first part is the analogue of $U$ in Section 1.

The pseudopotential's error in an energy change is the path integral of its eigenvalue errors; it vanishes to first order at a matched, consistently unscreened reference, and its quadratic term is set by the hardness mismatch $D$, with each hardness given by linear response. What remains is to see how far norm conservation controls $D$ and to test these results numerically on zinc.
